# Buffer Bands in Filtered Subspace Iteration: Convergence Rate and Optimal Number

**Q.** I need the lowest \(N\) bands of a Hamiltonian inside a self-consistent cycle. The hard part is to separate band \(N\) from band \(N+1\). If I carry \(p\) extra bands that I later throw away, that gap is still there. Why should the convergence improve?

**A.** Because a block method does not have to separate band \(N\) from band \(N+1\) if both are in the block. It has to remove what lies outside the block.

Take one eigensolve at a frozen Hermitian \(H\), with levels \(\varepsilon_1\le\varepsilon_2\le\dots\le\varepsilon_M\) and orthonormal eigenvectors \(u_j\). The block has \(m=N+p\) vectors, and I assume \(\varepsilon_m<\varepsilon_{m+1}\). Each step applies a real polynomial \(f(H)\) to the block, orthonormalizes it, and diagonalizes \(H\) within it (Rayleigh–Ritz). The last two operations change the basis of the block but not its span, so after \(k\) steps the span is \(S_k=f(H)^kS_0\).

Let \(P\) project on \(u_1,\dots,u_m\). I assume that no nonzero vector of the start space \(S_0\) is annihilated by \(P\). Both spaces have dimension \(m\), so \(P\) maps \(S_0\) one-to-one onto the span of \(u_1,\dots,u_m\). For each \(i\le m\) there is then one vector \(s_i\) in \(S_0\) with \(Ps_i=u_i\), that is,
\[
s_i=u_i+w_i,\qquad w_i=\sum_{j>m}u_j\langle u_j|w_i\rangle .
\]
The error \(w_i\) has no component on levels \(N+1,\dots,N+p\). Those components were cancelled by combining vectors of the block.

**Q.** That is a statement about the start. What does the iteration do to \(w_i\)?

**A.** Write \(f_j=f(\varepsilon_j)\) and require
\[
|f_1|\ge\dots\ge|f_m|>\max_{j>m}|f_j| .
\]
Then \(f_i\ne0\) for \(i\le m\), and I may divide by \(f_i^k\):
\[
\frac{f(H)^k s_i}{f_i^k}=u_i+e_i,\qquad
e_i=\sum_{j>m}\left(\frac{f_j}{f_i}\right)^{k}u_j\langle u_j|w_i\rangle .
\]
Every factor is at most \(r_i^k\) in magnitude, with
\[
r_i=\frac{\max_{j>m}|f_j|}{|f_i|}<1,\qquad \|e_i\|\le r_i^k\|w_i\| .
\]
The vector \(u_i+e_i\) lies in \(S_k\), and \(e_i\) is orthogonal to \(u_i\). The angle between \(u_i\) and the space \(S_k\) is the smallest angle to any of its vectors, hence
\[
\tan\angle(u_i,S_k)\le r_i^k\,\|w_i\| .
\]

**Q.** An upper bound proves little. Perhaps some other vector in \(S_k\) approaches \(u_i\) faster.

**A.** It cannot have a better rate. Any vector of \(S_k\) with unit component on \(u_i\) is \(u_i+e_i+\sum_{j\ne i}c_j(u_j+e_j)\). Let \(E\) be the matrix whose columns are the \(e_j\) with \(j\ne i\). The squared tangent of its angle to \(u_i\) is \(T^2=\|e_i+Ec\|^2+\|c\|^2\). The triangle inequality, followed by the Cauchy–Schwarz inequality, gives
\[
\|e_i\|\le\|e_i+Ec\|+\|E\|\,\|c\|\le\sqrt{1+\|E\|^2}\;T .
\]
So \(\tan\angle(u_i,S_k)\ge\|e_i\|/\sqrt{1+\|E\|^2}\), and \(\|E\|\) tends to zero. The angle therefore inherits the rate of \(\|e_i\|\). That rate is \(r_i\) whenever \(w_i\) has a component on a level where \(|f_j|\) reaches its maximum outside the block.

**Q.** So far there is a ratio of filter values, and no distance between levels. Where does level \(N+p+1\) enter?

**A.** Through the filter. Take a Chebyshev polynomial of degree \(d\) that damps the interval from \(a=\varepsilon_{m+1}\) to an upper limit \(b\ge\varepsilon_M\):
\[
f(\varepsilon)=T_d(t),\qquad t=\frac{2\varepsilon-a-b}{b-a}.
\]
Inside the interval \(|t|\le1\) and \(|T_d|\le1\). At its lower edge \(t=-1\) and \(|T_d|=1\), so level \(m+1=N+p+1\) attains the maximum. For a band in the block define
\[
g_i=\varepsilon_{N+p+1}-\varepsilon_i,\qquad B_i=b-\varepsilon_i .
\]
Then \(a+b-2\varepsilon_i=B_i+g_i\) and \(b-a=B_i-g_i\), so
\[
|t_i|=\frac{B_i+g_i}{B_i-g_i}>1,\qquad |f_i|=\cosh(d\,\mathrm{arcosh}|t_i|).
\]
With \(\tanh y=\sqrt{g_i/B_i}\), the identity \(\cosh2y=(1+\tanh^2y)/(1-\tanh^2y)\) gives \(\cosh 2y=|t_i|\). Hence \(\mathrm{arcosh}|t_i|=2y\), and
\[
\frac1{r_i}=\cosh\!\left(2d\,\mathrm{artanh}\sqrt{\frac{g_i}{B_i}}\right).
\]
This grows as \(\varepsilon_i\) falls, so the assumed ordering of the \(|f_i|\) holds. For given \(d\) and \(b\), the distance to level \(N+p+1\) sets the rate of band \(i\). The distance to level \(N+1\) does so when \(p=0\).

For \(g_i\ll B_i\), \(\mathrm{artanh}\,z\approx z\), and the logarithmic gain per step is
\[
L_i=\ln\frac1{r_i}\approx\ln\cosh x_i,\qquad x_i=2d\sqrt{g_i/B_i}.
\]
For \(x_i\ll1\) this is \(x_i^2/2=2d^2g_i/B_i\), linear in the distance. For \(x_i\gg1\) it is \(x_i-\ln2\), which grows as the square root of the distance.

**Q.** You have put the filter edge at \(\varepsilon_{N+p+1}\), which I do not know. Is the buffer doing the work, or the edge?

**A.** Both are needed. Suppose the edge is left at \(\varepsilon_{N+1}\). The outside levels still satisfy \(|f_j|\le1\), but \(|f_i|\) is now computed with the distance to level \(N+1\), and the guaranteed rate is the old one. The buffer levels now lie in the damped interval, so the assumed ordering fails. Repeating the argument with the levels ordered by \(|f_j|\), the block drifts toward the \(p\) levels above \(N\) with the largest \(|f_j|\), and the old rate is beaten only to the extent that the remaining levels miss the points where \(|T_d|=1\). A practical edge is the highest Ritz value of the block. Once that has converged it equals \(\varepsilon_{N+p}\), and the same argument gives the distance to level \(N+p\), a loss of one level.

**Q.** I use energies and orbitals, not angles to a subspace. Two bands in the block that almost touch must surely hurt.

**A.** They do not hurt the Ritz values' rate. Consider the vectors \(\sum_{j\le i}c_j(u_j+e_j)\) with \(\sum|c_j|^2=1\), and put \(e=\sum_{j\le i}c_je_j\). Since \(e\) is built from levels above \(m\), there are no cross terms, and the energy expectation value is
\[
\frac{\sum_{j\le i}|c_j|^2\varepsilon_j+\langle e|H|e\rangle}{1+\|e\|^2}
\le\frac{\varepsilon_i+\varepsilon_M\|e\|^2}{1+\|e\|^2}
\le\varepsilon_i+(\varepsilon_M-\varepsilon_i)\|e\|^2 .
\]
By Cauchy–Schwarz \(\|e\|^2\le\sum_{j\le i}\|e_j\|^2\), and \(r_j\le r_i\) for \(j\le i\). These vectors span an \(i\)-dimensional part of \(S_k\), so the min-max principle gives for the Ritz value \(\theta_i\)
\[
0\le\theta_i-\varepsilon_i\le(\varepsilon_M-\varepsilon_i)\,r_i^{2k}\sum_{j\le i}\|w_j\|^2 .
\]
The bound falls at twice the logarithmic rate of the angle, and no inner gap appears in it.

For a Ritz vector \(\sum_lc_l(u_l+e_l)\), projecting \((H-\theta)\) on \(u_j+e_j\) gives
\[
(\varepsilon_j-\theta)c_j+\sum_l\langle e_j|H-\theta|e_l\rangle c_l=0 .
\]
Near convergence to a nondegenerate band \(i\), set \(c_i=1\), \(\theta\approx\varepsilon_i\), and keep the term \(l=i\):
\[
c_j\approx\frac{\langle e_j|H-\varepsilon_i|e_i\rangle}{\varepsilon_i-\varepsilon_j}\qquad(j\ne i).
\]
Here your worry is justified: a small inner gap enlarges the admixture. But the numerator falls at least as fast as \((r_ir_j)^k\), which is faster than \(e_i\) itself. The small gap delays the asymptotic regime and leaves its rate alone. For exactly degenerate bands \(H\) singles out no individual vectors: those the iteration returns depend on the start, and convergence must be judged by their common space.

**Q.** Show me a case where the two explanations predict different things.

**A.** Use a model with \(N=40\) wanted bands spaced by \(\delta=0.1\) eV, a gap \(\Delta=0.2\) eV, and 140 empty levels with the same spacing \(\delta\). Above them, 120 more levels reach 200 eV, measured from \(\varepsilon_N=0\). The filter has \(d=8\) and \(b=\varepsilon_M\). The levels are hidden in a dense \(300\times300\) matrix by a random rotation, and the iteration starts from eigenvectors perturbed by random numbers of size 0.001 per component.

For band 40 without a buffer, \(g/B=0.2/200\), so \(x\approx16\sqrt{0.001}\approx0.51\) and \(L=0.123\). With \(p=10\) the relevant level is number 51, at 1.2 eV. Then \(x\approx16\sqrt{0.006}\approx1.24\) and \(\ln\cosh x\approx0.627\); the full \(\mathrm{artanh}\) formula gives \(L=0.629\). The measured decay rates of the angle are 0.126 and 0.641.

Now keep \(p=10\) and push levels 41 to 50 down, so that the gap to level 41 shrinks from 0.2 to 0.02 eV while level 51 stays fixed. If level \(N+1\) controlled the rate, the decay would slow down. The measured rate stays at 0.641. The initial error of the Ritz vector does grow, from 0.034 to 0.061, as the smaller denominators in \(c_j\) suggest. Its late decay rate in the crowded case is 0.638.

**Q.** Your measured rates are about 2 percent above the formula. Is the formula wrong?

**A.** It is the rate of the slowest component. The amplitude of \(e_i\) on level \(N+p+1\) is multiplied by \(r_i\) in magnitude at each step, and this was tested over the first three steps to a relative accuracy of \(10^{-6}\). Every other component is multiplied by \(|f_j|/|f_i|\le r_i\), so the norm of \(e_i\) shrinks at least as fast as the formula says. The surplus fades as the faster components die out.

**Q.** My code stops when all bands in the block are converged. With your buffer it may never stop.

**A.** It will stop late, because the last buffer band has its own small distance: \(g_{N+p}=\varepsilon_{N+p+1}-\varepsilon_{N+p}\), here 0.1 eV. For \(p=10\) its gain is \(L=0.063\), a tenth of that of band 40. After 29 steps the tangent for band 40 is \(6\times10^{-11}\), while that of band 50 is still \(8\times10^{-4}\). The stopping test should cover the wanted bands alone. In this example, waiting for band 50 would take even more steps than using no buffer, because its gain of 0.063 per step is below the 0.123 of band 40 at \(p=0\).

**Q.** If a larger distance is better, why not take hundreds of buffer bands?

**A.** Each one costs work at every step. Let one application of \(H\) to one band cost one unit, and let orthonormalization and Rayleigh–Ritz cost \(\kappa m^2\) at fixed basis size. I leave out the \(m^3\) cost of diagonalizing the small matrix. Rayleigh–Ritz also needs the product of \(H\) with the block; I assume that it is kept and serves as the first application in the next filter, so that a step takes \(d\) applications per band and not \(d+1\). One step then costs
\[
dm+\kappa m^2=dm\left(1+\frac m{m_c}\right),\qquad m_c=\frac d\kappa .
\]
To reduce the error of band \(N\), the slowest wanted band, by a factor \(\eta\) takes about \(\ln(1/\eta)/L_N\) steps. The work is
\[
W(m)=dm\left(1+\frac m{m_c}\right)\frac{\ln(1/\eta)}{L_N}.
\]
The factor \(\ln(1/\eta)\) does not depend on \(m\). In this asymptotic count, the best \(p\) is therefore independent of the accuracy demanded.

For evenly spaced empty levels,
\[
g_N=\Delta+p\delta=\delta(m-q),\qquad q=N-\frac\Delta\delta .
\]
Treat \(m\) as continuous and use \(L_N\approx\ln\cosh x\), with \(x=2d\sqrt{g_N/B_N}\). Since \(B_N\) does not depend on \(p\), \(x\propto\sqrt{g_N}\), and
\[
s\equiv\frac{d\ln L_N}{d\ln g_N}=\frac x2\,\frac{\tanh x}{\ln\cosh x}.
\]
The derivative of \(\ln W\) is
\[
\frac{d\ln W}{dm}=\frac1m+\frac1{m+m_c}-\frac s{m-q}.
\]
The first two terms are the relative growth in cost per step, and the last is the relative gain in speed. At the optimum they balance.

**Q.** How do you know this balance is a minimum, and the only one?

**A.** First, \(s\) falls with \(x\). Let \(n=x\tanh x\) and \(h=\ln\cosh x\), both zero at \(x=0\). The ratio of their derivatives is
\[
R(x)=\frac{n'}{h'}=1+\frac{2x}{\sinh2x},
\]
which decreases for \(x>0\). Hence \(n(x)=\int_0^xR\,h'\,dx'>R(x)h(x)\), and \((n/h)'=(h'/h)(R-n/h)<0\). So \(s=n/2h\) falls, from 1 at small \(x\) to \(1/2\) at large \(x\), in line with the linear and square-root regimes above.

Next, multiply the derivative of \(\ln W\) by \(m-q>0\). Its sign is that of
\[
\frac{m-q}m+\frac{m-q}{m+m_c}-s .
\]
For \(q>0\) the first two terms rise with \(m\) from 0 towards 2, while \(s\le1\) falls. There is one crossing, from negative to positive, and it is a minimum. If it lies below \(m=N\), the best choice is \(p=0\). For \(q\le0\) the first term is already at least 1, the work rises from the start, and again \(p=0\).

**Q.** Can you solve for \(p\)?

**A.** At a given \(s\), yes. Clearing denominators gives \((m-q)(2m+m_c)=sm(m+m_c)\). Expanding and collecting powers of \(m\),
\[
(2-s)m^2-\left[2q-(1-s)m_c\right]m-qm_c=0 .
\]
For \(q>0\) the product of the roots is negative, so one root is positive:
\[
m_*=\frac{A+\sqrt{A^2+4(2-s)qm_c}}{2(2-s)},\qquad A=2q-(1-s)m_c .
\]
Then \(p_*=m_*-N\), and \(s\) must be evaluated at \(m_*\) itself. The values \(s=1/2\) and \(s=1\) bracket the answer. When the quadratic cost dominates, \(m_c\to0\) and \(m_*=2q/(2-s)\). In the square-root regime this gives \(p_*=(N-4\Delta/\delta)/3\), if positive.

In the example take \(\kappa=0.2\), so \(m_c=8/0.2=40\), and \(q=40-0.2/0.1=38\). The bracket is \(p=15.6\) to \(52.4\). The self-consistent exponent is \(s=0.7295\), which gives \(A=76-0.2705\times40=65.2\) and
\[
m_*=\frac{65.2+\sqrt{65.2^2+4(1.2705)(38)(40)}}{2(1.2705)}\approx68.7 .
\]
Thus \(p_*\approx29\). An integer search with the full \(\mathrm{artanh}\) rate also gives 29.

**Q.** That is 29 buffer bands for 40 wanted ones. Does it pay in an actual run?

**A.** Here are the steps needed to reduce the angle of band 40 by \(10^{-8}\), with fractions obtained by interpolation, and the work in applications of \(H\) to one band, taken as the measured steps times the assumed cost per step \(dm+\kappa m^2\).

| \(p\) | Steps, formula | Steps, measured | Work, measured |
|---:|---:|---:|---:|
| 0 | 149.8 | 136.6 | 87,400 |
| 10 | 29.3 | 27.5 | 24,800 |
| 20 | 18.0 | 17.0 | 20,400 |
| 29 | 13.9 | 13.2 | 19,900 |
| 60 | 8.5 | 8.2 | 22,900 |

At \(p=0\) a step costs \(8\times40+0.2\times40^2=640\) units. At \(p=29\) it costs \(8\times69+0.2\times69^2\approx1504\), more than twice as much, but about ten times fewer steps are needed. The measured saving is a factor of 4.4, against 4.6 from the formula.

This factor belongs to \(d=8\), where the filter without a buffer works at \(x\approx0.5\), in the slow linear regime. Raising the degree is a second way to enlarge \(x\). At \(d=40\) and \(p=0\) the formula gives \(L=1.84\) and a step cost of \(40\times40+0.2\times40^2=1920\), hence a work of about 19,200, already below the 20,900 that the formula gives for \(p=29\) at \(d=8\). A buffer still pays at the higher degree, but by less: at \(d=40\) the best choice is \(p=27\) with a work of about 7,300, a saving of 2.6, and at \(d=80\) the saving is 2.4.

The minimum is flat: the predicted work stays within 5 percent of its lowest value from \(p=19\) to \(p=45\). If memory matters, \(p=20\) is the sensible choice here, since its measured work is only about 3 percent above that at \(p=29\).

**Q.** And for an insulator?

**A.** A large gap already provides the distance, and an extra band adds little to it. At \(p=0\) we have \(m-q=\Delta/\delta\), so a buffer pays if
\[
\frac1N+\frac1{N+m_c}<\frac{s\,\delta}{\Delta}.
\]
With the other parameters unchanged, the left side is \(1/40+1/80=0.0375\), and equality occurs at \(\Delta\approx2.07\) eV. The integer search gives \(p=3\) at 0.9 times this gap and \(p=0\) at 1.1 times it. The threshold belongs to this spacing, filter and cost ratio, and is no general boundary between metals and insulators.

**Q.** Will my self-consistent cycle then need 4.4 times less work?

**A.** That does not follow. The factor refers to eigensolves at fixed \(H\) and fixed filter degree, carried to the same reduction of error. The convergence of the density from one cycle to the next also depends on how the density responds to a change in the potential and on the mixing, which this analysis does not treat. If each cycle makes just one or two filter steps, the asymptotic count of steps no longer guarantees that \(p_*\) is the best choice, although the bound on the angle still holds for each solve at fixed \(H\). The full set of computed rates and costs is in the numerical output.

## Calculated quantities

```
wanted bands N = 40, matrix size = 300, filter degree = 8
gap = 0.2 eV, spacing = 0.1 eV, top level = 200.0 eV
kappa = 0.2 work units, crossover block size m_c = 40 bands
start noise per component = 0.001, target reduction = 1e-08
log error reduction per outer step (formula, measured):
  p=0,  band 40, distance 0.2 eV: 0.1230, 0.1258
  p=10, band 40, distance 1.2 eV: 0.6288, 0.6413
  p=10, band 20, distance 3.2 eV: 1.3487, 1.3826
p=10: Ritz-value decay / angle decay = 2.006
p=10, after 29 steps: tan angle of band 40 = 5.77e-11
  tan angle of last buffer band 50 = 8.21e-04
  formula log reduction of band 50 = 0.0630
gap to band 41 cut to 0.02 eV, level 51 fixed:
  angle decay per step: normal 0.6413, crowded 0.6413
  Ritz-vector decay per step, crowded: 0.6377
  initial Ritz-vector error: normal 0.0343, crowded 0.0612
q = 38.0; optimum for s=1/2: p = 15.6; for s=1: p = 52.4
stationarity condition: p = 28.71, with s = 0.7295
integer search with full rate: p = 29
work within 5 percent of minimum for p = 19 to 45
p, distance (eV), predicted steps, measured steps, predicted work, measured work:
   0   0.2   149.8   136.6     95876     87416
   5   0.7    46.7    43.5     35719     33313
  10   1.2    29.3    27.5     26364     24773
  20   2.2    18.0    17.0     21566     20428
  29   3.1    13.9    13.2     20876     19862
  40   4.2    11.2    10.7     21419     20457
  60   6.2     8.5     8.2     23912     22890
  80   8.2     7.1     6.8     27275     25955
work at p=0 / work at best p: formula 4.59, measured 4.40
critical gap = 2.067 eV
best p at 0.9 and 1.1 times the critical gap: 3, 0
```
